\section*{Redmond's Invariant of the Stark Hamiltonian and the Parabolic Separation Constants}

\section{The conserved operator in Cartesian coordinates}

An electron moves in the Coulomb field of a fixed point nucleus of charge $Z$ and in a uniform, constant electric field of strength $F>0$ along $+z$. Spin and relativity are left out. Hartree atomic units are used, so $\mathbf p=-i\nabla$. The electron has charge $-1$ and therefore potential energy $+Fz$ in the field:
\begin{equation}
H=H_0+Fz,\qquad H_0=T-\frac Zr,\qquad T=\frac{p^2}{2}=-\frac12\Delta .
\label{eq:H}
\end{equation}
With $\mathbf L=\mathbf r\times\mathbf p$, the Runge--Lenz vector is taken in the form
\begin{equation}
\mathbf A=\frac{Z\mathbf r}{r}-\mathbf K,\qquad
\mathbf K=\frac12\left(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p\right).
\label{eq:A}
\end{equation}
The overall sign of $\mathbf A$ is a convention, and it will affect a sign in the result. To see what this choice means, consider a classical bound ellipse at its pericentre. There $\mathbf p\perp\mathbf r$, so $\mathbf p\times\mathbf L=p^2\mathbf r$ and $\mathbf A=(Z-rp^2)\,\mathbf r/r$. At the pericentre the electron is faster than on a circular orbit of the same radius, for which $rp^2=Z$. Hence $\mathbf A$ points away from the pericentre, towards the far end of the orbit.

All operator identities below are identities between differential expressions acting on smooth functions at $r\neq0$. The abbreviations
\begin{equation}
\rho^2=x^2+y^2,\qquad \Delta_\perp=\partial_x^2+\partial_y^2,\qquad
\Lambda=x\partial_x+y\partial_y
\end{equation}
are used throughout.

\subsection*{(a) Write $A_z$ as an explicit differential operator.}

\textbf{Solution.} The two cross products in $K_z$ differ only by the order of factors. Their sum is a commutator:
\begin{align}
(\mathbf p\times\mathbf L+\mathbf L\times\mathbf p)_z
&=p_xL_y-p_yL_x+L_xp_y-L_yp_x\notag\\
&=[p_x,L_y]-[p_y,L_x].
\end{align}
From $L_y=zp_x-xp_z$ and $[p_x,x]=-i$ we get $[p_x,L_y]=ip_z$. From $L_x=yp_z-zp_y$ we get $[p_y,L_x]=-ip_z$. The sum is therefore $2ip_z$, and
\begin{equation}
K_z=(\mathbf p\times\mathbf L)_z-ip_z .
\end{equation}
Now insert $\mathbf L$ and move the coordinates to the left with $p_xx=xp_x-i$ and $p_yy=yp_y-i$:
\begin{align}
(\mathbf p\times\mathbf L)_z
&=p_x(zp_x-xp_z)-p_y(yp_z-zp_y)\notag\\
&=z(p_x^2+p_y^2)-(p_xx+p_yy)p_z\notag\\
&=z(p_x^2+p_y^2)-(xp_x+yp_y)p_z+2ip_z .
\end{align}
Subtracting $ip_z$ leaves $+ip_z$ at the end. With $p_j=-i\partial_j$ we have $p_x^2+p_y^2=-\Delta_\perp$, $(xp_x+yp_y)p_z=-\Lambda\partial_z$ and $ip_z=\partial_z$, so that
\begin{align}
K_z&=-z\Delta_\perp+(\Lambda+1)\partial_z,\label{eq:K}\\
A_z&=\frac{Zz}{r}+z\Delta_\perp-(\Lambda+1)\partial_z .
\label{eq:Az}
\end{align}
The $1$ beside $\Lambda$ comes from the symmetrized product in (\ref{eq:A}).

\subsection*{(b) Show that $A_z$ commutes with $H_0$.}

\textbf{Solution.} The kinetic energy commutes with every component of $\mathbf p$ and, being a scalar under rotations, with every component of $\mathbf L$. Hence $[T,K_z]=0$. The functions $1/r$ and $z/r$ commute with each other. Two terms remain:
\begin{equation}
[H_0,A_z]=Z\left[T,\frac zr\right]+Z\left[\frac1r,K_z\right].
\label{eq:two}
\end{equation}
The second sign is plus because both the Coulomb energy and $K_z$ enter with a minus.

For any smooth function $f$, the product rule gives
\begin{equation}
[T,f]=-\frac12(\Delta f)-(\nabla f)\cdot\nabla .
\label{eq:Tf}
\end{equation}
For $f=z/r$ we need $\nabla(z/r)=\hat{\mathbf z}/r-z\mathbf r/r^3$. Since $\Delta(1/r)=0$ away from the nucleus, $\Delta(z/r)=2\partial_z(1/r)=-2z/r^3$. Therefore
\begin{equation}
\left[T,\frac zr\right]=\frac{z}{r^3}-\frac1r\partial_z+\frac{z}{r^3}\,\mathbf r\cdot\nabla .
\label{eq:first}
\end{equation}

For the other commutator put $u=1/r$. The first term of (\ref{eq:K}) gives
\begin{align}
[u,-z\Delta_\perp]&=z\left(\Delta_\perp u+2\nabla_\perp u\cdot\nabla_\perp\right)\notag\\
&=-\frac{2z}{r^3}+\frac{3z\rho^2}{r^5}-\frac{2z}{r^3}\Lambda ,
\end{align}
because $\nabla_\perp u=-(x,y)/r^3$, whose divergence in the plane is $-2/r^3+3\rho^2/r^5$. For the second term of (\ref{eq:K}) we use $[u,\Lambda]=-(\Lambda u)=\rho^2/r^3$ and $[u,\partial_z]=-(\partial_zu)=z/r^3$:
\begin{align}
[u,(\Lambda+1)\partial_z]&=[u,\Lambda]\partial_z+(\Lambda+1)[u,\partial_z]\notag\\
&=\frac{\rho^2}{r^3}\partial_z+\frac{z}{r^3}(\Lambda+1)-\frac{3z\rho^2}{r^5}.
\end{align}
The last term appears when $\Lambda$ is moved past $z/r^3$, since $\Lambda(z/r^3)=-3z\rho^2/r^5$. In the sum of the two results the terms with $r^{-5}$ cancel:
\begin{equation}
\left[\frac1r,K_z\right]=-\frac{z}{r^3}-\frac{z}{r^3}\Lambda+\frac{\rho^2}{r^3}\partial_z .
\end{equation}
Finally write $\rho^2=r^2-z^2$ and $\Lambda+z\partial_z=\mathbf r\cdot\nabla$:
\begin{equation}
\left[\frac1r,K_z\right]=-\frac{z}{r^3}-\frac{z}{r^3}\,\mathbf r\cdot\nabla+\frac1r\partial_z .
\end{equation}
This is minus (\ref{eq:first}), so (\ref{eq:two}) vanishes and $[H_0,A_z]=0$.

\subsection*{(c) Find $[H,A_z]$ in the presence of the field.}

\textbf{Solution.} By part (b) only $Fz$ contributes. The coordinate $z$ commutes with $z/r$, with $z\Delta_\perp$ and with $\Lambda$, but not with $\partial_z$, for which $[z,\partial_z]=-1$. Thus
\begin{equation}
[H,A_z]=F[z,A_z]=-F(\Lambda+1)[z,\partial_z]=F(\Lambda+1).
\label{eq:broken}
\end{equation}
This is not zero, so $A_z$ alone is not conserved. The meaning is clearest in the Heisenberg equation $\dot A_z=i[H,A_z]$. Since $\tfrac12(xp_x+p_xx)=-i(x\partial_x+\tfrac12)$, and likewise for $y$,
\begin{equation}
\dot A_z=-\frac F2\left(xp_x+p_xx+yp_y+p_yy\right).
\label{eq:rate}
\end{equation}
The component $A_z$ falls while the electron moves away from the $z$ axis and rises while it moves back.

\subsection*{(d) Find every function $W(x,y,z)$ for which $A_z+W$ commutes with $H$.}

\textbf{Solution.} A multiplicative $W$ commutes with both potential energies, so $[H,W]=[T,W]$. By (\ref{eq:Tf}) and (\ref{eq:broken}) the condition is
\begin{equation}
-\frac12(\Delta W)-(\nabla W)\cdot\nabla+F\left(x\partial_x+y\partial_y+1\right)=0 .
\end{equation}
The coefficients of the three derivatives must vanish separately, which requires $\nabla W=F(x,y,0)$. This integrates to $W=F\rho^2/2$ plus a constant. The terms without derivatives give a further condition, $\Delta W=2F$, and the function just found satisfies it. Apart from an irrelevant constant, the conserved operator is
\begin{equation}
C=A_z+\frac F2\left(x^2+y^2\right),\qquad [H,C]=0 .
\label{eq:C}
\end{equation}
This is Redmond's invariant. It also commutes with $L_z$, because $z$, $\partial_z$, $r$, $\rho^2$, $\Delta_\perp$ and $\Lambda$ are all unchanged by a rotation about the $z$ axis. The three operators $H$, $C$ and $L_z$ therefore commute with one another.

The result says that the right side of (\ref{eq:rate}) is the time derivative of $-F\rho^2/2$. Between two times, $A_z$ changes by $-F/2$ times the change of $\rho^2$. For $F\to0$ the invariant becomes $A_z$. For $Z\to0$ it survives as an invariant of a free electron in a uniform field, since no step divided by $Z$.

\subsection*{(e) How does the sign of the added term depend on the conventions, and when is the term important?}

\textbf{Solution.} If the Runge--Lenz vector is defined as $\mathbf A'=-\mathbf A=\mathbf K-Z\mathbf r/r$, the conserved quantity $-C$ reads $A'_z-F\rho^2/2$. If instead the field is reversed, so that the potential energy is $-Fz$, then $F$ changes sign in (\ref{eq:C}) and the invariant is $A_z-F\rho^2/2$. If both changes are made, the plus sign returns. The wrong sign is not harmless: with (\ref{eq:H}) and (\ref{eq:A}),
\begin{equation}
\left[H,A_z-\frac F2\rho^2\right]=F(\Lambda+1)+F(\Lambda+1)=2F(\Lambda+1),
\end{equation}
so the failure of $A_z$ is doubled instead of removed.

For the size of the term, take a state of principal quantum number $n$, whose extent is of order $n^2/Z$. Then $F\rho^2/2$ is of order $Fn^4/Z^2$, while $A_z$ is at most of order $Z$. The added term reaches the order of this upper limit when $F$ is of order $Z^3/n^4$. This is also how the classical field for escape scales. On the negative $z$ axis at distance $d$ the potential energy is $-Z/d-Fd$. Its maximum lies at $d=\sqrt{Z/F}$ and has the height $-2\sqrt{ZF}$. Equating this to the field-free energy $-Z^2/(2n^2)$ gives $F=Z^3/(16n^4)$. This estimate gives the scaling but not the threshold of a hydrogenic state, because it ignores the Stark shift of the energy and the conservation of $C$. With both included, classical orbits with $L_z=0$ pass over the barrier only at higher fields, from about $0.13\,Z^3/n^4$ for orbits stretched along $-z$ to about $0.38\,Z^3/n^4$ for orbits stretched along $+z$. Well below such fields the added term is small compared with $Z$ for a bound electron, though not compared with $A_z$ in states where $A_z$ itself is close to zero.

\subsection*{(f) Could the same construction work for a central potential $V(r)$ that is not Coulombic?}

\textbf{Solution.} Replace $-Z/r$ by $V(r)$ and look for an invariant of the form $-K_z+U(x,y,z)$. Then
\begin{equation}
[T+V+Fz,\,-K_z+U]=[T,U]-[V,K_z]-F[z,K_z].
\end{equation}
It is enough to follow the terms with one derivative. With $V'=dV/dr$, the first part of (\ref{eq:K}) contributes $2z(V'/r)\Lambda$ to $[V,K_z]$. The second part contributes $-(\Lambda V)\partial_z-(\partial_zV)\Lambda=-(V'/r)(\rho^2\partial_z+z\Lambda)$. The sum is $(V'/r)(z\Lambda-\rho^2\partial_z)$. As in part (c), $-F[z,K_z]=F(\Lambda+1)$. Cancellation of all first derivatives requires
\begin{equation}
\nabla U=F(x,y,0)-\frac{V'}{r}\,(zx,\,zy,\,-\rho^2)
=F(x,y,0)+r^2V'\,\nabla\!\left(\frac zr\right),
\end{equation}
where the last step uses $\nabla(z/r)=-(zx,zy,-\rho^2)/r^3$. The left side has no curl, and neither has $F(x,y,0)$. Hence
\begin{equation}
\nabla(r^2V')\times\nabla\!\left(\frac zr\right)=0 .
\end{equation}
The first gradient is radial. The second is perpendicular to $\mathbf r$, because $z/r$ does not change along a ray, and it is nonzero off the $z$ axis. So $r^2V'$ must be a constant, and $V$ is a Coulomb potential plus a constant. An invariant of this form is thus lost when an ionic core changes the potential at short range. It is also lost when $F$ varies in time, because $C$ then depends on time explicitly through $F$.

\section{The eigenvalue in parabolic coordinates}

The first half treated $H=-\frac12\Delta-Z/r+Fz$ for an electron near a nucleus of charge $Z$ in a field $F>0$, in atomic units. With $\rho^2=x^2+y^2$ and $\Lambda=x\partial_x+y\partial_y$, it showed that $H$ commutes with
\begin{equation}
C=A_z+\frac F2\rho^2,\qquad
A_z=\frac{Zz}{r}+z(\partial_x^2+\partial_y^2)-(\Lambda+1)\partial_z ,
\label{eq:C2}
\end{equation}
where $A_z$ is a component of the Runge--Lenz vector that points away from the pericentre. Both operators commute with $L_z$, so the angular factor can be taken as $e^{im\varphi}$ with integer $m$.

\subsection*{(g) Separate $H\psi=E\psi$ in $\xi=r+z$ and $\eta=r-z$.}

\textbf{Solution.} The inverse relations are $r=(\xi+\eta)/2$ and $z=(\xi-\eta)/2$, and $\rho^2=r^2-z^2=\xi\eta$. For the Laplacian we need the gradients $\nabla\xi=\mathbf r/r+\hat{\mathbf z}$ and $\nabla\eta=\mathbf r/r-\hat{\mathbf z}$. They give
\begin{equation}
|\nabla\xi|^2=\frac{2\xi}{r},\quad |\nabla\eta|^2=\frac{2\eta}{r},\quad
\nabla\xi\cdot\nabla\eta=0,\quad \Delta\xi=\Delta\eta=\frac2r .
\end{equation}
The angle $\varphi$ contributes $-m^2/\rho^2$. By the chain rule,
\begin{equation}
\Delta=\frac2r\left(\partial_\xi\,\xi\,\partial_\xi+\partial_\eta\,\eta\,\partial_\eta\right)-\frac{m^2}{\xi\eta}.
\label{eq:lap}
\end{equation}
Now take the factor $1/r=2/(\xi+\eta)$ out of every term of $H$. For this, use $1/(\xi\eta)=(1/\xi+1/\eta)/(\xi+\eta)$ and $z=(\xi^2-\eta^2)/[2(\xi+\eta)]$. The result is
\begin{align}
H&=\frac{2}{\xi+\eta}\left(h_\xi+h_\eta-Z\right),\label{eq:Hpar}\\
h_\xi&=-\partial_\xi\,\xi\,\partial_\xi+\frac{m^2}{4\xi}+\frac{F\xi^2}{4},\\
h_\eta&=-\partial_\eta\,\eta\,\partial_\eta+\frac{m^2}{4\eta}-\frac{F\eta^2}{4}.
\end{align}
Multiply $H\psi=E\psi$ by $(\xi+\eta)/2$ and insert $\psi=f(\xi)g(\eta)e^{im\varphi}$. After division by $\psi$, a function of $\xi$ plus a function of $\eta$ equals $Z$, so each is a constant:
\begin{equation}
\left(h_\xi-\frac{E\xi}2\right)f=Z_1f,\quad
\left(h_\eta-\frac{E\eta}2\right)g=Z_2g,\quad Z_1+Z_2=Z .
\label{eq:sep}
\end{equation}

\subsection*{(h) Find an operator free of $E$ that has the eigenvalue $\beta=Z_1-Z_2$ on these products.}

\textbf{Solution.} Multiply the first equation of (\ref{eq:sep}) by $\eta$, the second by $\xi$, and subtract. The energy enters both as $E\xi\eta/2$ and drops out:
\begin{equation}
(\eta h_\xi-\xi h_\eta)\psi=(\eta Z_1-\xi Z_2)\psi .
\end{equation}
With $Z_1=(Z+\beta)/2$ and $Z_2=(Z-\beta)/2$ the right side contains
\begin{equation}
\eta Z_1-\xi Z_2=\frac12\left[(\xi+\eta)\beta-(\xi-\eta)Z\right].
\label{eq:rhs}
\end{equation}
Solving for $\beta$ gives $B\psi=\beta\psi$ with
\begin{equation}
B=\frac{2(\eta h_\xi-\xi h_\eta)+Z(\xi-\eta)}{\xi+\eta}.
\label{eq:B}
\end{equation}

\subsection*{(i) Compare $B$ with the invariant $C$.}

\textbf{Solution.} We transform $A_z$. In (\ref{eq:C2}) write $\partial_x^2+\partial_y^2=\Delta-\partial_z^2$ and $\Lambda+z\partial_z=\mathbf r\cdot\nabla$, so that
\begin{equation}
A_z=\frac{Zz}r+z\Delta-(\mathbf r\cdot\nabla+1)\partial_z .
\end{equation}
Let $P=\xi\partial_\xi$ and $Q=\eta\partial_\eta$, which commute. Both $\xi$ and $\eta$ scale like a length, so $\mathbf r\cdot\nabla=P+Q$. From $\partial_z\xi=\xi/r$ and $\partial_z\eta=-\eta/r$ follows $\partial_z=r^{-1}(P-Q)$. Moving $P+Q$ past $r^{-1}$ produces $-r^{-1}$, which cancels the $1$:
\begin{equation}
(P+Q+1)\frac1r(P-Q)=\frac1r(P+Q)(P-Q)=\frac1r(P^2-Q^2).
\end{equation}
In the Laplacian (\ref{eq:lap}), $\partial_\xi\xi\partial_\xi=\xi^{-1}P^2$ and $\partial_\eta\eta\partial_\eta=\eta^{-1}Q^2$. With $2z=\xi-\eta$,
\begin{equation}
z\Delta=\frac{\xi-\eta}{r}\left(\frac{P^2}{\xi}+\frac{Q^2}{\eta}\right)-\frac{m^2(\xi-\eta)}{2\xi\eta}.
\end{equation}
In $A_z$ the coefficient of $P^2$ is $r^{-1}[(\xi-\eta)/\xi-1]=-\eta/(r\xi)$. That of $Q^2$ is $r^{-1}[(\xi-\eta)/\eta+1]=\xi/(r\eta)$. Therefore
\begin{equation}
A_z=\frac{Zz}{r}+\frac1r\left(-\eta\,\partial_\xi\xi\partial_\xi+\xi\,\partial_\eta\eta\partial_\eta\right)-\frac{m^2(\xi-\eta)}{2\xi\eta}.
\label{eq:Apar}
\end{equation}
Now read $B$ term by term, with $2/(\xi+\eta)=1/r$. Its derivative terms are those of (\ref{eq:Apar}), and its last term is $Z(\xi-\eta)/(\xi+\eta)=Zz/r$. The terms with $m^2$ and with $F$ are
\begin{align}
\frac{m^2}{4r}\left(\frac\eta\xi-\frac\xi\eta\right)
&=\frac{m^2(\eta-\xi)(\eta+\xi)}{4r\,\xi\eta}=-\frac{m^2(\xi-\eta)}{2\xi\eta},\\
\frac{F}{4r}\left(\eta\xi^2+\xi\eta^2\right)
&=\frac{F\xi\eta\,(\xi+\eta)}{4r}=\frac F2\xi\eta=\frac F2\rho^2 .
\end{align}
Hence $B=A_z+F\rho^2/2=C$, and
\begin{equation}
C\psi=(Z_1-Z_2)\psi .
\label{eq:main}
\end{equation}

\subsection*{(j) Do the eigenvalue equations of $H$ and $C$ in turn imply separation?}

\textbf{Solution.} Let $H\psi=E\psi$ and $C\psi=\beta\psi$ at fixed $m$, without assuming a product. Put $X=(h_\xi-E\xi/2)\psi$ and $Y=(h_\eta-E\eta/2)\psi$. Equation (\ref{eq:Hpar}) gives $X+Y=Z\psi$. Equation (\ref{eq:B}) gives $\eta X-\xi Y$ equal to (\ref{eq:rhs}) times $\psi$. Multiply the first relation by $\xi$ and add the second:
\begin{equation}
(\xi+\eta)X=\left[\xi Z+\frac{\xi+\eta}2\beta-\frac{\xi-\eta}2Z\right]\psi
=(\xi+\eta)\,\frac{Z+\beta}2\,\psi .
\end{equation}
So $X=\frac12(Z+\beta)\psi$ and $Y=\frac12(Z-\beta)\psi$, which are the separated equations. At fixed $\eta$, $\psi$ solves an ordinary equation in $\xi$ whose solution regular at $\xi=0$ is unique up to a factor. That factor can depend on $\eta$ alone, so a regular $\psi$ is a product.

\subsection*{(k) Find the eigenvalues for bound states without field.}

\textbf{Solution.} Set $F=0$, $\kappa=\sqrt{-2E}$, $\mu=|m|$ and $t=\kappa\xi$. The $\xi$ equation divided by $\kappa$ is
\begin{equation}
(tf')'-\left(\frac{\mu^2}{4t}+\frac t4\right)f+\frac{Z_1}\kappa f=0 .
\label{eq:free}
\end{equation}
Insert $f=t^{\mu/2}e^{-t/2}v$. Then $(tf')'$ is $t^{\mu/2}e^{-t/2}$ times
\begin{equation}
tv''+(\mu+1-t)v'+\left(\frac{\mu^2}{4t}+\frac t4-\frac{\mu+1}2\right)v ,
\end{equation}
and with $n_1=Z_1/\kappa-(\mu+1)/2$ the equation becomes $tv''+(\mu+1-t)v'+n_1v=0$. For $v=\sum c_kt^k$ this means $(k+1)(k+1+\mu)c_{k+1}=(k-n_1)c_k$. A series that does not end grows like $e^t$ times a power of $t$ and spoils normalization, so $n_1=0,1,2,\dots$. The $\eta$ equation gives $n_2$ in the same way. Thus
\begin{equation}
Z_1=\kappa\left(n_1+\frac{\mu+1}2\right),\qquad Z_2=\kappa\left(n_2+\frac{\mu+1}2\right).
\end{equation}
Their sum is $Z=\kappa n$ with $n=n_1+n_2+\mu+1$, and their difference is
\begin{equation}
\beta=\frac{Z(n_1-n_2)}{n}.
\end{equation}
For $Z=1$, $n=3$, $m=0$ the values are $2/3$, $0$ and $-2/3$. For these bound states $|\beta|<Z$.

\subsection*{(l) Which values of $\beta$ occur when $F>0$?}

\textbf{Solution.} With $\xi=s^2$ the operator of the $\xi$ equation is
\begin{equation}
h_\xi-\frac{E\xi}2=\frac14\left[-\frac1s\partial_s s\,\partial_s+\frac{m^2}{s^2}+Fs^4-2Es^2\right].
\end{equation}
This is an oscillator in a plane with a confining quartic potential. For each real $E$ it has discrete eigenvalues $Z_1$, counted by the number $n_1$ of nodes.

In the $\eta$ equation the quartic term has the opposite sign. Put $g=\eta^{-1/2}G$ to remove the first derivative:
\begin{equation}
G''+\left[\frac E2+\frac{Z_2}\eta+\frac{F\eta}4+\frac{1-m^2}{4\eta^2}\right]G=0 .
\label{eq:G}
\end{equation}
At large $\eta$ the bracket tends to $F\eta/4$, so $G$ oscillates with an amplitude proportional to $\eta^{-1/4}$. The regular solution is acceptable for any $Z_2$, and $Z_2=Z-Z_1$ sets no condition on $E$. With the volume element $\frac14(\xi+\eta)\,d\xi\,d\eta\,d\varphi$, the norm integral behaves as $\int\eta^{-1/2}d\eta$ and diverges. These are continuum functions, and ``eigenvalue'' refers to the differential equation. At each real $E$ and $m$ the continuum splits into channels labelled by $\beta=2Z_1-Z$.

\subsection*{(m) Evaluate the channels for $Z=1$, $F=0.01$, $E=-0.1$ hartree, $m=1$.}

\textbf{Solution.} The saddle of the potential energy lies at $-2\sqrt{0.01}=-0.2$ hartree. With the term $m^2/(2\rho^2)$ for $m=1$ added, it moves off the axis and rises to about $-0.166$ hartree. Both values are below $E$. The $\xi$ equation was diagonalized in 80 functions $t^{m/2}e^{-t/2}L_k^m(t)$, normalized, with Laguerre polynomials $L_k^m$ and $t=0.8\,\xi$. In atomic units, each entry rounded separately:
\begin{center}
\begin{tabular}{ccccc}
$n_1$ & $Z_1$ at $F=0$ & $Z_1$ & $Z_2$ & $\beta$\\
0 & 0.4472 & 0.5058 & $0.4942$ & 0.0115\\
1 & 0.8944 & 1.0996 & $-0.0996$ & 1.1993\\
2 & 1.3416 & 1.7569 & $-0.7569$ & 2.5138
\end{tabular}
\end{center}
The second column is $\kappa(n_1+1)$ with $\kappa=\sqrt{0.2}$. The field raises each $Z_1$ because $\partial Z_1/\partial F=\langle\xi^2\rangle/4>0$ at fixed $E$, where the average is taken with the weight $f^2\,d\xi$, in which the operator of the $\xi$ equation is symmetric. For $n_1=1$ and $2$, and for all higher channels because $Z_1$ increases with $n_1$, $Z_2$ is negative and $\beta$ exceeds $Z$, which the field-free bound states do not allow.

For $m=1$ the last term of (\ref{eq:G}) vanishes. The bracket times $\eta$ is $0.0025\eta^2-0.05\eta+Z_2$, with roots $10(1\pm\sqrt{1-4Z_2})$. For $n_1=0$ there is no real root and $G$ meets no barrier. For $n_1=1$ and $2$ the bracket is negative from $\eta=0$ up to about $\eta=22$ and $30$ bohr, although $E$ lies above the saddle. On the negative $z$ axis, where $\eta=2r$, these values correspond to distances of about 11 and 15 bohr from the nucleus.

For $n_1=1$, $f$ and $g$ were summed as power series, and $A_z$ was applied to $\psi$ by Cartesian finite differences in 40-digit arithmetic:
\begin{center}
\begin{tabular}{cccc}
$(x,y,z)$ in bohr & $(A_z\psi)/\psi$ & $F\rho^2/2$ & sum\\
$(1,\,0.5,\,2)$ & 1.19301 & 0.00625 & 1.19926\\
$(4,\,1,\,-3)$ & 1.11426 & 0.08500 & 1.19926\\
$(2,\,-6,\,5)$ & 0.99926 & 0.20000 & 1.19926
\end{tabular}
\end{center}
At the second point, for instance, $F\rho^2/2=0.005\times(16+1)=0.085$. The ratio for $A_z$ changes from point to point, so $\psi$ is not an eigenfunction of $A_z$. The sum stays at $Z_1-Z_2=1.09963+0.09963=1.19926$, as (\ref{eq:main}) requires.

Numerical values quoted here were computed with a short program.
